Double-Sampling Variance of 1/f Noise Behind a One-Pole Filter

**Definitions and conventions**

A noise voltage v(t) has zero mean and the one-sided spectral density

S(f) = K/f, f > 0.

One-sided means that the mean square voltage in a band is the integral of S over positive frequencies in that band. K has the unit V². The noise passes a one-pole low-pass filter with the power response

|H(f)|² = 1/(1 + f²/f_c²),

which is 1/2 at the corner f_c. The filter has run long enough to forget its start. Its output u is sampled twice, a time T apart, and the samples are subtracted:

d = u(t) − u(t − T), σ² = mean of d².

The dimensionless parameter is a = 2πf_cT, and γ is Euler's constant, the limit of 1 + 1/2 + … + 1/n − ln n, which is 0.5772. The claim is that

σ² − 2K[ln(2πf_cT) + γ] → 0 as f_cT → ∞.

The claim is stated for a difference because σ² itself grows without limit. If K/|f| is instead a two-sided density, the negative frequencies contribute equally and σ² doubles.

Subtraction multiplies a component exp(2πift) by 1 − exp(−2πifT). The squared modulus of this factor is

(1 − cos 2πfT)² + sin² 2πfT = 2(1 − cos 2πfT).

At low frequency it falls as f², so the difference has a finite variance although the integral of K/f diverges at f = 0. At high frequency it averages to 2, since the cosine averages to zero over any band much wider than 1/T. There the integral would diverge logarithmically without the filter.

**First case: a sharp cut-off**

Replace the one-pole filter for now by one that passes everything below f_c and nothing above. Then

σ² = ∫₀^{f_c} (K/f) 2(1 − cos 2πfT) df = 2K I_s(a),

and with y = 2πfT, for which df/f = dy/y,

I_s(a) = ∫₀^a (1 − cos y)/y dy.

For small a the integrand is y/2, so I_s ≈ a²/4. The variance then grows as T²: the voltage changes almost linearly between the samples.

For large a, split the range at y = 1. Beyond it, 1/y integrates to ln a, and the cosine part converges:

I_s(a) = ln a + C + ∫_a^∞ cos y/y dy,

C = ∫₀¹ (1 − cos y)/y dy − ∫₁^∞ cos y/y dy.

Integrating the last term of I_s by parts gives

∫_a^∞ cos y/y dy = −sin a/a + ∫_a^∞ sin y/y² dy.

Each piece is at most 1/a in size, so this term vanishes for large a. It remains to identify C.

Start from the harmonic sum. Since 1/k = ∫₀¹ s^(k−1) ds, summing the geometric series gives

1 + 1/2 + … + 1/n = ∫₀¹ (1 − sⁿ)/(1 − s) ds = ∫₀ⁿ [1 − (1 − t/n)ⁿ] dt/t,

where s = 1 − t/n. Subtract ln n = ∫₁ⁿ dt/t:

1 + … + 1/n − ln n = ∫₀¹ [1 − (1 − t/n)ⁿ] dt/t − ∫₁ⁿ (1 − t/n)ⁿ dt/t.

As n grows, (1 − t/n)ⁿ tends to e^(−t). The first integrand stays between 0 and 1, and the second stays below e^(−t)/t, so the limit may be taken inside:

γ = ∫₀¹ (1 − e^(−t)) dt/t − ∫₁^∞ e^(−t) dt/t.

This is C with the cosine replaced by an exponential. Therefore

C − γ = ∫₀^∞ (e^(−t) − cos t) dt/t.

Insert a damping factor e^(−εt) and write e^(−εt)/t = ∫_ε^∞ e^(−st) ds. For ε > 0 the double integral converges absolutely, so the order may be exchanged:

∫_ε^∞ [1/(s + 1) − s/(s² + 1)] ds = −ln[(1 + ε)/√(1 + ε²)].

The upper limit gives nothing, because (s + 1)/√(s² + 1) → 1. As ε → 0 the right side vanishes. Removing the damping is legitimate: e^(−εt)/t is positive and decreasing, so the cosine tail beyond t = A is at most 2/A for every ε. Hence C = γ, and

I_s(a) = ln a + γ + terms of order 1/a.

**Second case: the one-pole filter**

With x = f/f_c the variance is

σ² = 2K I(a), I(a) = ∫₀^∞ (1 − cos ax)/[x(1 + x²)] dx.

Use 1/[x(1 + x²)] = 1/x − x/(1 + x²) and integrate both parts to the same upper limit X. The first part is the sharp-filter integral with a replaced by aX:

∫₀^X (1 − cos ax)/x dx = ln a + ln X + γ + (vanishing as X → ∞).

The second part, with its minus sign, is

−∫₀^X x(1 − cos ax)/(1 + x²) dx = −½ ln(1 + X²) + ∫₀^X x cos(ax)/(1 + x²) dx.

Since ½ ln(1 + X²) − ln X → 0, the two logarithms of X cancel:

I(a) = ln a + γ + r(a), r(a) = ∫₀^∞ h(x) cos(ax) dx, h(x) = x/(1 + x²).

The integral for r is taken as the limit X → ∞.

To bound r, integrate by parts. The boundary term h sin(ax)/a vanishes at both ends. A second integration, with h'(0) = 1, gives

r(a) = −(1/a) ∫₀^∞ h' sin(ax) dx = −(1/a²)[1 + ∫₀^∞ h'' cos(ax) dx].

Here h' = (1 − x²)/(1 + x²)² and h'' = 2x(x² − 3)/(1 + x²)³. Thus h' falls from 1 at x = 0 to −1/8 at x = √3, then rises to 0. The integral of |h''| is the total travel of h', 9/8 + 1/8 = 5/4. Therefore, for every a > 0,

|r(a)| ≤ 9/(4a²).

This proves the claim:

σ² = 2K[ln(2πf_cT) + γ] + 2K r(a), with r(a) → 0.

Two more integrations by parts give the size of the correction. From h = x − x³ + …, h'''(0) = −6, and

∫₀^∞ h'' cos(ax) dx = −h'''(0)/a² − (1/a²) ∫₀^∞ h'''' cos(ax) dx.

The last integral vanishes for large a, because h'''' is smooth and absolutely integrable. So

r(a) = −1/a² − 6/a⁴ + terms smaller than 1/a⁴.

At large a the asymptote therefore lies slightly above the variance.

The sharp and the one-pole filter share the constant γ. For white noise they do not share a bandwidth: the one-pole filter passes as much white noise as a sharp one of width πf_c/2. Putting that width into the logarithm would wrongly add ln(π/2) to I. The average that matters for 1/f noise is logarithmic in frequency, and for it the one-pole filter is equivalent to a sharp edge at f_c itself.

**The opposite limit: closely spaced samples**

Differentiating the integral for I gives

I'(a) = ∫₀^∞ sin(ax)/(1 + x²) dx, I''(a) = ∫₀^∞ x cos(ax)/(1 + x²) dx = r(a).

The second differentiation is allowed for a > 0, where the integral converges uniformly away from zero. Since r = I − ln a − γ,

I'' = I − ln a − γ.

Both I and I' vanish as a → 0. To leading order I may be dropped on the right, and integrating twice gives

I' ≈ a(1 − γ − ln a),

I ≈ (a²/2)(3/2 − γ − ln a).

The variance falls nearly as T², with a logarithm that the sharp filter did not produce. The one-pole filter passes enough high-frequency noise for the mean square slope of its output to diverge logarithmically, and the spacing T cuts off this divergence.

The asymptote has no such limit. It becomes negative for ln a < −γ, where it cannot represent a variance. Numerical quadrature of the spectral integral shows the passage between the regimes:

f_cT = 0.1: I = 0.287, ln a + γ = 0.113
f_cT = 0.3: I = 1.055, ln a + γ = 1.211
f_cT = 1: I = 2.384, ln a + γ = 2.415
f_cT = 2: I = 3.102, ln a + γ = 3.108
f_cT = 10: I = 4.7174, ln a + γ = 4.7177

At f_cT = 1 the asymptotic variance is already only 1.3 % above the value from quadrature. At f_cT = 0.3 it is 15 % too high, and at 0.1 it is far too low.

**Third case: the same noise built from traps**

In a silicon transistor, electrons can enter and leave traps in the gate oxide. Consider one trap with capture rate c when empty and emission rate e when full. Its probability P of being full obeys

dP/dt = c(1 − P) − eP = c − sP, s = c + e.

In equilibrium P = p = c/s. A trap full at time 0 is full at time t with probability p + (1 − p)e^(−st). The covariance of its occupation is therefore

p[p + (1 − p)e^(−st)] − p² = p(1 − p)e^(−st).

For unit variance, the one-sided spectrum is

4∫₀^∞ e^(−st) cos(ωt) dt = 4s/(s² + ω²), ω = 2πf.

Let the traps be spread uniformly in ln s and in energy E, with N_E traps per unit energy and per e-fold of s. Integrating over the rates gives

∫₀^∞ (ds/s) 4s/(s² + ω²) = 4π/(2ω) = 1/f.

This is the 1/f spectrum. If p is the Fermi function, p(1 − p) = −kT_L dp/dE, where T_L is the lattice temperature, so its integral over energy is kT_L. In a uniform channel, a trapped charge q at the interface shifts the gate voltage by Δ = q/C, with C the oxide capacitance of the whole gate. Independent traps then give

K = Δ²n, n = N_E kT_L.

The number n counts traps per e-fold of rate, weighted by how strongly they fluctuate.

Now filter one trap. With ω_c = 2πf_c and ρ = s/ω_c, partial fractions give the output spectrum

[4sω_c²/(ω_c² − s²)] [1/(s² + ω²) − 1/(ω_c² + ω²)].

The transform pair above turns each term into an exponential. The output covariance is 1/(1 + ρ) at zero delay and (e^(−ρa) − ρe^(−a))/(1 − ρ²) at delay T. The difference of two samples has twice the drop in covariance, 2G, with

G = 1/(1 + ρ) − (e^(−ρa) − ρe^(−a))/(1 − ρ²).

Summing over traps gives σ² = 2K∫G d(ln ρ), so this integral must equal I(a).

The large-a limit can be read off directly. Choose ρ₀ with 1/a ≪ ρ₀ ≪ 1. Below ρ₀, G ≈ 1 − e^(−ρa), and the exponential formula for γ gives ln(aρ₀) + γ. Above ρ₀, G ≈ 1/(1 + ρ), and the integral is ln[(1 + ρ₀)/ρ₀] ≈ −ln ρ₀. The sum is ln a + γ.

The logarithm thus counts the e-folds of trap rate between 1/T and 2πf_c. Slower traps seldom change state between the samples, and faster ones are averaged by the filter. In this picture γ comes from the gradual edge at the slow end.

**A pixel source follower**

Take a small silicon MOSFET with an SiO₂ gate, used as the source follower of an image-sensor pixel. The parameters are round, rough values for such a device: noise density 20 µV/√Hz at 1 Hz, f_c = 1 MHz, T = 2 µs and 300 K. All noise is referred to the gate. Then

K = (20 µV)² = 400 µV²,
a = 2π × 1 MHz × 2 µs = 12.57,
ln a + γ = 2.5310 + 0.5772 = 3.1082,
σ² ≈ 2 × 400 µV² × 3.1082 = 2487 µV².

The rms difference is 49.9 µV. Quadrature of the spectral integral gives 2481 µV², or 49.8 µV, so the asymptotic variance is 0.2 % too high. Doubling T at fixed K and f_c adds 558.5 µV² by the full formula, against 2K ln 2 = 554.5 µV² from the asymptote. Shortening T therefore reduces this noise slowly. It also costs settling: a signal step applied just after the first sample is incomplete by e^(−a) = 3.5 × 10⁻⁶ at the second, and this fraction rises quickly as T shrinks.

**Thermal noise.** In strong inversion and saturation, a long channel adds a white density S_w = 4kT_L(2/3)/g_m. With transconductance g_m = 50 µS this is (14.9 nV/√Hz)². The trap transform pair, read backwards, gives ∫₀^∞ cos(ax)/(1 + x²) dx = (π/2)e^(−a), so the white variance is

2S_w f_c ∫₀^∞ (1 − cos ax)/(1 + x²) dx = πS_w f_c(1 − e^(−a)) = 694 µV².

This is 28 % of the 1/f variance. The two sources are independent, their variances add, and the total is 56.35 µV rms.

**The number of traps.** A gate of 0.5 µm × 1 µm on 7 nm of oxide with relative permittivity 3.9 has C = 2.47 fF, so

Δ = q/C = 65.0 µV, n = K/Δ² = 0.095.

There is less than one weighted trap per e-fold. The formula is then an average over many devices, and a single device can lie far from it. One trap adds 2Δ²p(1 − p)G to σ². Here p(1 − p) is at most 1/4 and G peaks at 0.75, so one trap with the step q/C can add up to 1590 µV², about two thirds of the whole mean.

The spread follows if traps are placed independently, with Poisson numbers. Each small cell of energy and rate then has a trap count whose variance equals its mean, so the variance of the sum is the density times the squared contribution, integrated. The energy integral is

N_E ∫ p²(1 − p)² dE = n∫₀¹ p(1 − p) dp = n/6.

Dividing by the squared mean (2Δ²nI)² gives

relative variance of σ² = ∫G² d(ln ρ)/(6nI²).

Quadrature gives 1.555 for the integral of G². The relative standard deviation is

√[1.555/(6 × 0.0948 × 3.102²)] = 0.53.

A simulation of 40,000 devices with random traps gives the same spread, and 4.8 % of the devices exceed twice the mean variance.

**The model beside real devices**

The value of K implies a trap density that can be judged for plausibility. For tunnelling through a barrier φ with mass m, the rate falls with depth as exp(−z/λ), where λ = ħ/(2√(2mφ)). A uniform density in depth is then uniform in ln s. With rough values of 3.1 eV and 0.42 electron masses, λ = 0.086 nm. The density n/(λ × area × kT_L) is 8.6 × 10¹⁶ cm⁻³ eV⁻¹, a plausible magnitude for a gate oxide. This estimate uses the step q/C of a trap at the interface. A trap inside the oxide shifts the gate voltage less; if the shortest relaxation time, at the interface, is 10⁻¹⁰ s, the traps that set σ² lie about 0.7 nm deep, and the density needed to give this σ² is about a quarter higher. The traps that set the spectrum at 1 Hz lie about 1.8 nm deep, so a K read at 1 Hz implies a density about 1.8 times higher. Because deeper traps give smaller steps, a density uniform in depth yields a spectrum slightly flatter than 1/f.

The result can depend strongly on the assumed exponent. Real spectra need not follow 1/f over the six decades from 1 Hz to f_c. If the density varies as f^(−0.9) or f^(−1.1) and its value at 1 Hz is held fixed, quadrature gives a variance 3.5 or 0.29 times the 1/f value. If the density at 100 kHz is held fixed instead, the factors are 1.11 and 0.91. For this circuit K is therefore better taken from a measurement at 100 kHz than at 1 Hz. The exponent nearly drops out near 300 kHz. The thermal density, which is 5.5 % of the 1/f density at 100 kHz and 17 % at 300 kHz, must be subtracted from the reading. With so few traps, the measured density must also be averaged over many devices to give the mean variance.

The finite range of trap rates matters little here if the relaxation times extend at least from 10⁻¹⁰ s to 1 s. Traps with relaxation times 1/s below 10⁻¹⁰ s supply 0.02 % of the model variance, and those above 1 s supply less than one part in a million. If N_E does not change with energy or temperature, as for pure tunnelling into a uniform trap density, K is proportional to absolute temperature, and operation at 60 °C raises the 1/f variance by 11 % over 300 K. If capture is instead thermally activated with a flat spread of barriers, N_E itself grows in proportion to temperature, and the rise is about 23 %.

Real traps also differ in step height. A source follower works in saturation. In the ideal long-channel charge-sheet model, a trap near the source then shifts the gate voltage by only about half of q/C, and a trap in the last quarter of the channel shifts it by more than q/C, increasingly so towards the drain. Near pinch-off this model leaves out velocity saturation and two-dimensional fields, so its drain-end steps are not reliable for a real device. The trap number and density, the largest contribution of one trap and the spread of 0.53 found above therefore belong to a model with equal steps. With independent heights and a fixed trap density, the relative variance between devices is multiplied by ⟨Δ⁴⟩/⟨Δ²⟩², which is at least 1, so at a given trap density unequal steps widen the spread. The factor need not be close to 1: for this bias the ideal long-channel model gives roughly 10 to 18 (mobility 400 to 250 cm²/Vs), almost all of it from the few traps near the drain. Mobility changes caused by trapped charge, a follower gain below one and the thermal noise of the current source that loads the follower are left out. The traps are also assumed to be in equilibrium at the operating bias. A follower switched on only shortly before the first sample can be noisier, because its slower traps are still adjusting.
